# Impact-Ionisation to Auger Rate Ratio for Degenerate Carriers at One Temperature

## The inverse of Auger recombination

A rate equation that contains Auger recombination but omits its inverse removes carriers even at thermal equilibrium, where nothing should change. Adding the inverse with Boltzmann statistics does not cure the fault in a degenerate layer. For the n-type layer treated below, that recipe makes the equilibrium generation rate about 2.8 times the recombination rate, so the model generates carriers in the dark at zero bias. The correct ratio follows from the Fermi occupations.

### Processes and assumptions

In an Auger event, two conduction electrons in states 1 and 2 scatter. One goes to a high conduction state $1'$, and the other fills an empty valence state $2'$. Impact ionisation is the reverse: an energetic electron in $1'$ gives energy to a valence electron in $2'$, and both end in the conduction states 1 and 2. All energies $E_j$ are electron energies, also in the valence band. Energy conservation reads

$$E_1+E_2=E_{1'}+E_{2'}. \tag{1}$$

The conduction electrons, including those in the high states $1'$, have quasi-Fermi level $F_c$. The valence electrons have level $F_v$. Both populations have temperature $T$. With $F_j$ equal to $F_c$ or $F_v$ according to the band of state $j$, the occupation is

$$f_j=\frac{1}{1+\exp[(E_j-F_j)/k_BT]}, \qquad D=F_c-F_v. \tag{2}$$

Here $D$ is an energy. The rates are taken from the golden rule, with sharp single-particle energies and a Hermitian two-body interaction $V$.

"Impact ionisation" therefore means ionisation by the thermal tail of these same populations. Avalanche multiplication by field-heated carriers is a different situation, because its energetic electrons do not obey (2).

### The two rates

Write $V_{ab,cd}$ for the matrix element that takes a pair from states $c,d$ to states $a,b$. Electrons are identical, so the amplitude of the Auger event contains a direct and an exchange term:

$$M=V_{1'2',12}-V_{1'2',21}. \tag{3}$$

The amplitude of the reverse event is $M_{\rm rev}=V_{12,1'2'}-V_{12,2'1'}$. Hermiticity gives $V_{12,1'2'}=V_{1'2',12}^*$ and $V_{12,2'1'}=V_{2'1',12}^*$. Exchanging the labels of both particles leaves $V$ unchanged, so $V_{2'1',12}=V_{1'2',21}$. Hence

$$M_{\rm rev}=M^*,\qquad |M_{\rm rev}|^2=|M|^2. \tag{4}$$

The energy delta function is even in its argument. Both directions therefore share the coefficient

$$w=\frac{2\pi}{\hbar}|M|^2\,\delta(E_1+E_2-E_{1'}-E_{2'}). \tag{5}$$

An Auger event needs states 1 and 2 full and states $1'$ and $2'$ empty. Let $n_j$ be 0 or 1 according to whether state $j$ is empty or full. In the populations (2) the $n_j$ are independent, so the mean of $n_1n_2(1-n_{1'})(1-n_{2'})$ is the product of the separate means. The reverse event needs the opposite occupations. The rates of one event and its inverse are

$$a=w f_1f_2(1-f_{1'})(1-f_{2'}), \tag{6}$$

$$i=w f_{1'}f_{2'}(1-f_1)(1-f_2). \tag{7}$$

The total rates $A$ and $I$ are the sums of $a$ and $i$ over the same set of events. Interchanging the labels 1 and 2 does not give a new event, in either direction.

### The ratio

From (2), with $x_j=(E_j-F_j)/k_BT$,

$$1-f_j=\frac{e^{x_j}}{1+e^{x_j}},\qquad \frac{f_j}{1-f_j}=e^{-x_j}. \tag{8}$$

This holds at any degeneracy; no Boltzmann approximation has been made. Dividing (7) by (6) cancels $w$ and leaves

$$\frac{i}{a}=\frac{f_{1'}}{1-f_{1'}}\;\frac{f_{2'}}{1-f_{2'}}\;\frac{1-f_1}{f_1}\;\frac{1-f_2}{f_2}
=e^{-x_{1'}-x_{2'}+x_1+x_2}. \tag{9}$$

States 1, 2 and $1'$ carry the level $F_c$, and $2'$ carries $F_v$. The exponent is

$$\frac{(E_1+E_2-E_{1'}-E_{2'})+(F_c+F_v-2F_c)}{k_BT}. \tag{10}$$

The first bracket vanishes by (1), and the second equals $F_v-F_c=-D$. Thus $i=a\,e^{-D/k_BT}$ for every event. The factor does not depend on the states, so it can be taken outside the sum:

$$\boxed{\frac{I}{A}=e^{-D/k_BT}} \tag{11}$$

The band structure, the screening and the matrix elements affect $A$, but they cancel from the ratio at given $D$ and $T$.

The process with two holes and one electron obeys the same law. In electron language, a conduction electron and an electron from a deep valence state fill two empty states near the valence edge. The initial levels sum to $F_c+F_v$ and the final levels to $2F_v$. The second bracket in (10) becomes $2F_v-(F_c+F_v)=-D$ again, provided that the deep valence states share $F_v$ and $T$.

### Net rate and its limits

The net recombination rate is

$$R=A-I=A\left(1-e^{-D/k_BT}\right). \tag{12}$$

It vanishes at $D=0$. For $|D|\ll k_BT$, expanding the exponential gives $R\simeq A_0D/k_BT$ to first order, where $A_0$ is the equilibrium Auger rate. The change of $A$ with $D$ enters at second order, because the bracket is already of first order. For $D<0$, as when a reverse-biased contact extracts minority carriers, $I$ exceeds $A$ and the process generates carriers.

If ionisation is neglected, the net rate is overstated by $I$. Relative to the true net rate, the error is

$$\frac{I}{A-I}=\frac{1}{e^{D/k_BT}-1}. \tag{13}$$

An error of 1% thus corresponds to $D=k_BT\ln 101=4.6\,k_BT$.

Let $E_c$ and $E_v$ be the band edges and $E_g=E_c-E_v$ the gap. Then

$$D=E_g+(F_c-E_c)+(E_v-F_v). \tag{14}$$

If both populations are degenerate, in the sense that each quasi-Fermi level lies inside its band, both brackets are positive. Then $D>E_g$ and $I/A<e^{-E_g/k_BT}$. For $E_g\gg k_BT$, a ratio of order one with degenerate carriers therefore requires that one of the two populations be nondegenerate. The inequality $D>E_g$ also appears in a laser. Population inversion between the band edges means $f(E_c)>f(E_v)$, which by (2) requires $E_c-F_c<E_v-F_v$, that is, $D>E_g$.

### A degenerate n-type layer

Consider a layer at 300 K with $E_g=0.35$ eV, electron mass 0.025 and heavy-hole mass 0.40 in units of the free-electron mass $m_0$, and donor density $N_D=3\times10^{17}$ cm$^{-3}$, fully ionised. The bands are parabolic. With $\eta=(F_c-E_c)/k_BT$, the electron density is

$$n=N_c\,\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}},\qquad
N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{15}$$

The hole density $p$ has the same form, with $N_v$, $m_h$ and $\eta_h=(E_v-F_v)/k_BT$. The masses give $N_c=9.92\times10^{16}$ and $N_v=6.35\times10^{18}$ cm$^{-3}$. The thermal energy is 25.85 meV, so $E_g/k_BT=13.539$.

Neutrality requires $n=N_D+p$, and equilibrium requires $D=0$. Solving these conditions numerically, with quadrature for (15), gives $\eta=2.134$. The Fermi level is 55 meV inside the conduction band, so the electrons are degenerate. The holes are not, and for them (15) reduces to $p=N_ve^{\eta_h}$. Since $D=0$ means $\eta_h=-(13.539+2.134)$, the equilibrium hole density is

$$p_0=6.35\times10^{18}\,e^{-15.673}=9.9\times10^{11}\ {\rm cm^{-3}}. \tag{16}$$

Now inject holes to $p=10^{14}$ cm$^{-3}$, with neutrality maintained. The electron density barely changes, while $\eta_h=\ln(p/N_v)=-11.058$. Equation (14) gives

$$\frac{D}{k_BT}=13.539+2.134-11.058=4.615,\qquad \frac IA=e^{-4.615}=0.0099. \tag{17}$$

By (13), omitting ionisation then overstates the net recombination rate by 1%. Other hole densities give the following values.

| $p$ (cm$^{-3}$) | $D$ (meV) | $I/A$ | $p_0/p$ |
|---|---|---|---|
| $9.9\times10^{10}$ | $-59.5$ | 10.0 | 10.0 |
| $9.9\times10^{11}$ | 0 | 1 | 1 |
| $10^{14}$ | 119.3 | $9.90\times10^{-3}$ | $9.91\times10^{-3}$ |
| $10^{16}$ | 240.1 | $9.27\times10^{-5}$ | $9.91\times10^{-5}$ |

The last column follows from (11) when the holes are nondegenerate and $n$ is nearly constant. Then $\eta$ keeps its equilibrium value, $p/p_0=e^{D/k_BT}$, and

$$\frac IA\simeq\frac{p_0}{p}. \tag{18}$$

Equations (6) and (7) show the reason. The Auger rate is proportional to the number of holes through $1-f_{2'}$. Ionisation starts from a valence state that is almost certainly full, so it hardly depends on $p$. In the first row, extraction has removed nine tenths of the holes. Recombination has fallen to a tenth of the ionisation rate, and the net generation is $0.9I$.

In the last row, $I/A$ lies 6% below $p_0/p$. The added electrons raise $n$ by 3%, which raises $F_c$ and hence $D$. Hole degeneracy contributes far less: the first correction to Boltzmann statistics changes $e^{\eta_h}$ by a relative amount $p/(2^{3/2}N_v)$, here 0.06%.

The Boltzmann recipe replaces (11) by $N_cN_ve^{-E_g/k_BT}/(np)$. At $p=10^{14}$ cm$^{-3}$ this gives 0.028 instead of 0.0099, too large by a factor of 2.8. The factor is $e^\eta/(n/N_c)=8.45/3.03$, the error made by treating the electrons as nondegenerate. It is practically the same at equilibrium, which explains the false generation described at the start.

For contrast, take both populations degenerate in the same bands, with $\eta=3$ and $\eta_h=1$. The densities are $n=4.5\times10^{17}$ and $p=1.0\times10^{19}$ cm$^{-3}$, so neutrality now requires heavy acceptor doping. Equation (14) gives $D=0.453$ eV and $I/A=2.4\times10^{-8}$, below the limit $e^{-E_g/k_BT}=1.3\times10^{-6}$. Thermal ionisation is negligible there.

### Unequal temperatures

Suppose that the electrons have temperature $T_c$ and the holes $T_h$. Put the energy zero at the conduction edge, so that $E_{2'}=-E_g-\epsilon$, where $\epsilon$ is the kinetic energy of the hole. By (1), $E_{1'}-E_1-E_2=E_g+\epsilon$. In (9), the three conduction states now contribute $-(E_g+\epsilon+F_c)/k_BT_c$, and the valence state contributes $-(E_{2'}-F_v)/k_BT_h$. Therefore

$$\frac ia=\exp\left[-\frac{E_g+\epsilon+F_c}{k_BT_c}+\frac{E_g+\epsilon+F_v}{k_BT_h}\right]. \tag{19}$$

For $T_c=T_h$ this returns to (11). Otherwise it depends on $\epsilon$, and no common factor can be taken outside the sum. The total ratio becomes the average of (19) over Auger events, weighted by $a$, and it depends on the bands and matrix elements.

Take $T_c=310$ K and $T_h=300$ K, with both densities held at their values for $p=10^{14}$ cm$^{-3}$. The gap term alone multiplies the ratio by $\exp(13.539\times10/310)=1.55$. Two further changes act in the same direction: the hole energy adds to the gap, and $F_c/k_BT_c$ falls when electrons of fixed density are heated.

The full average needs a model of the scattering. Here the matrix elements are screened Coulomb terms proportional to $1/(q^2+\lambda^2)$, where $q$ is the transferred wave number and $\lambda^2=2m_ck_BT/\hbar^2$ at 300 K. The overlaps of the cell functions are taken as constant. Quasi-random sampling of the momentum integrals gives $I/A=0.017$, which is 1.75 times the value in (17). This factor hardly depends on $\lambda$, but it assumes a parabolic band up to the high state $1'$. With the nonparabolic band of the next section, the ratio rises by 1.8 over its equal-temperature value in that band.

### The model beside a real device

The gap and masses are rough values in the regime of a narrow-gap III–V mid-infrared photodiode whose lightly doped absorber has a cut-off near 3.5 µm. The doping used here is high for an absorber and was chosen to make the electrons degenerate; the filled conduction states would move the cut-off to a shorter wavelength. The following estimates apply at $p=10^{14}$ cm$^{-3}$ with both densities fixed.

- **Nonparabolic band.** With the dispersion $E(1+E/E_g)=\hbar^2k^2/2m_c$, the density of states is larger and $F_c$ falls by 16 meV. The ratio rises by $e^{16.3/25.85}=1.88$.
- **Light holes.** A second valence band of mass $0.03\,m_0$ raises $N_v$, and with it the ratio, by $(0.03/0.40)^{3/2}=2\%$.
- **Gap narrowing.** The unscreened exchange energy at the bottom of a zero-temperature Fermi sea is $e^2k_F/(2\pi^2\varepsilon_0\varepsilon_r)$, with $k_F=(3\pi^2n)^{1/3}$. For $\varepsilon_r=15$ it is 13 meV. Subtracting it from the gap, as if the whole band shifted rigidly, raises the ratio by a factor of 1.6. This overstates the effect of exchange alone: at fixed density and zero temperature, $F_c$ moves by the exchange energy at $k_F$, which is half as large. At 300 K the first-order shift is smaller still, about 5 meV. Correlation, which lowers $F_c$ further, is left out.

Taken as independent, these three factors multiply to about 3. With the 5 meV exchange shift in place of 13 meV, the product is 2.3. The value 0.0099 is thus the result of a simple band model, and the corrections included here raise it to roughly 0.02 to 0.03 at the same densities. Correlation and the interaction of the carriers with the donors would change this range further. These corrections act through $D$ and leave (11) intact. They also raise $p_0$ by nearly the same factor, so (18) survives if $p_0$ belongs to the real layer.

Carrier heating does break (11) if it leaves electrons and holes at different temperatures, or if their occupations no longer have the form (2). In a uniform field $\mathcal E$ that drives a current, the power gained per electron, $e\mu\mathcal E^2$, balances the loss $\Delta u/\tau$. Heating these electrons by 10 K takes $\Delta u=1.0$ meV each in the parabolic band; the nonparabolic band needs 1.4 meV, which raises the field below by 17%. With rough values $\mu=10^4$ cm$^2$/Vs and $\tau=1$ ps, the required field is

$$\mathcal E=\sqrt{\frac{\Delta u}{e\mu\tau}}=3\times10^{-4}\ {\rm MV/cm}. \tag{20}$$

A drop of 0.35 V across a lightly doped region 1 µm wide corresponds to $3.5\times10^{-3}$ MV/cm, about ten times more. In an abrupt one-sided junction at the present doping, the same drop falls across only 0.04 µm, and the peak field is 0.16 MV/cm in the depletion approximation. The tail of the degenerate electrons and the holes that gather at the junction move this field by a few per cent, in opposite directions. Equation (11) therefore suits the quasi-neutral part of such a diode, and it should not be carried into a reverse-biased depletion region, where the field can heat the carriers. Interband tunnelling is negligible at the field (20). For a triangular barrier of height $E_g$ and mass $m_c$, the tunnelling exponent is $4\sqrt{2m_c}\,E_g^{3/2}/(3e\hbar\mathcal E)$, about 7000. In a uniform field of 0.16 MV/cm it would be only about 14. This barrier ignores the valence band; a two-band dispersion inside the gap multiplies the exponent by $3\pi/16$, which gives about 8. Each figure understates the exponent of its own barrier model in the abrupt junction at this drop, because the field there falls linearly from its peak: the one-band value rises from 14 to 21 and the two-band value from 8 to 14. Moreover, a drop of 0.35 V only just aligns the valence edge on one side with the conduction edge on the other, which leaves no energy window for interband tunnelling. At larger drops the window opens and the field rises, so tunnelling must then be checked. This need not take a reverse bias: if the p side is much more heavily doped than the n-type layer, the built-in drop already exceeds 0.35 V at zero bias. In the present band model it is about 0.39 V for a hole density of $3\times10^{18}$ cm$^{-3}$ on the p side.

A further limit concerns the proof itself. If an event is assigned an energy mismatch $\delta=E_{1'}+E_{2'}-E_1-E_2$, as when levels are broadened by hand, (10) gives an extra factor $e^{-\delta/k_BT}$. The mismatch belongs to other carriers or to phonons, whose occupations must then be included as well. Broadened and phonon-assisted events therefore need a separate treatment.

Numbers in the example were calculated in double precision.
